**Exchange omitted from the ZORA Hartree-Fock denominator**

The program solves the two-component ZORA Hartree-Fock equation with only V_C, the nuclear plus Coulomb potential, in the kinetic denominator 2c² − V_C. Leaving exchange out of the small-component equation raises orbital i, before relaxation, by X_i = Σ_j ∫ χ_i†χ_j w_ji d³r. Here φ_i is the normalised two-component orbital, χ_i = cσ·pφ_i/(2c² − V_C), and w_ji is the Coulomb potential of the overlap density φ_j†φ_i. The program asserts the hydrogenic value 5Z³/(32c²), agreement of X_i with a pointwise matrix solution, and the total-energy rise ΣX_i at fixed kinetic operator. It also asserts the c⁻² and c⁻⁴ scaling of the mixed and small-small exchange terms, and agreement of the nonrelativistic neon limit with three-dimensional Gaussian integrals. For the 1s² ion Ne⁸⁺ it asserts that the projected exchange operator reproduces the local form, and that scaled ZORA is much closer to the Dirac eigenvalue when exchange is kept in the denominator. The output gives total-energy rises of 16.98 mhartree for neon and 116.3 mhartree for argon, mostly from the 1s shell. The outer p spin-orbit splitting is 2% (neon) and 0.9% (argon) larger when exchange is omitted.

## Numerical check

```python
"""
ZORA Hartree-Fock with only V_C = V_nuc + J in the kinetic denominator:
    [ sigma.p c^2/(2c^2 - V_C) sigma.p + V_C - K ] phi_i = eps_i phi_i .
Result under test: leaving exchange out of the small-component equation raises
orbital i, before relaxation, by
    X_i = sum_j Int chi_i^+ chi_j w_ji ,   chi_i = c sigma.p phi_i/(2c^2 - V_C),
    w_ji(r) = Int phi_j^+ phi_i / |r-r'| ,
and the total energy (kinetic operator fixed) by sum_i X_i, of order 1/c^2.
The small-small exchange energy is only of order 1/c^4.
Radial symbols: P, Q = large, small radial functions; kappa = Dirac quantum
number; D = P' + kappa P/r; all quantities in Hartree atomic units.
"""
import numpy as np
from functools import lru_cache
from scipy.linalg import eigh
from scipy.constants import fine_structure, physical_constants
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

C_LIGHT = 1.0 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# logarithmic grid; the trapezoid rule is corrected for the kink of the kernel
t = np.linspace(np.log(1e-5), np.log(40.0), 400)
r = np.exp(t)
h = t[1] - t[0]
w = h * r


def coulomb_kernel(k):
    small = np.minimum.outer(r, r)
    large = np.maximum.outer(r, r)
    kernel = (small / large) ** k / large
    kernel[np.diag_indices(len(r))] -= h * (2 * k + 1) / (12 * r)
    return kernel


G = [coulomb_kernel(k) for k in range(3)]


def ell(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(None)
def exchange_weights(ka, kb):
    """Pairs (k, weight) for exchange of an electron ka with a full subshell kb."""
    ja, jb = 2 * abs(ka) - 1, 2 * abs(kb) - 1          # twice j
    out = []
    for k in range(abs(ja - jb) // 2, (ja + jb) // 2 + 1):
        if (ell(ka) + ell(kb) + k) % 2 == 0:
            s = wigner_3j(Rational(ja, 2), k, Rational(jb, 2),
                          Rational(1, 2), 0, Rational(-1, 2))
            out.append((k, (jb + 1) * float(s) ** 2))
    return tuple(out)


def radial_basis(kappa, exponents):
    l = ell(kappa)
    a = np.array(exponents)[:, None]
    g = r ** (l + 1) * np.exp(-a * r ** 2)
    g /= np.sqrt((g ** 2 * w).sum(1))[:, None]
    D = ((l + 1 + kappa) / r - 2 * a * r) * g
    return g, D


def zora_hf(Z, occ, exps, c, keep=False, frozen=None):
    """occ: {kappa: number of full subshells}; keep: restore the omitted exchange.
    frozen = (potential in denominator, fixed extra one-electron matrices)."""
    bas = {ka: radial_basis(ka, exps[ell(ka)]) for ka in occ}
    S = {ka: (bas[ka][0] * w) @ bas[ka][0].T for ka in occ}
    V = -(1 + (Z - 1) * np.exp(-r * Z ** (1 / 3))) / r
    F = {}
    for ka, (g, D) in bas.items():
        F[ka] = (D * w * c * c / (2 * c * c - V)) @ D.T + (g * w * V) @ g.T
    old, converged = None, False
    for iteration in range(150):
        coef, eps, kap, P = {}, [], [], []
        for ka, n in occ.items():
            e, U = eigh(F[ka], S[ka])
            coef[ka] = U[:, :n]
            eps += list(e[:n])
            kap += [ka] * n
            P += list(U[:, :n].T @ bas[ka][0])
        eps, P = np.array(eps), np.array(P)
        number = np.array([2 * abs(ka) for ka in kap])
        V = -Z / r + G[0] @ (w * (number @ P ** 2))
        Vkin = V if frozen is None else frozen[0]
        q = {ka: c * bas[ka][1] / (2 * c * c - Vkin) for ka in occ}
        Q = np.vstack([coef[ka].T @ q[ka] for ka in occ])
        new, extra, one = {}, {}, []
        for ka, (g, D) in bas.items():
            K = np.zeros_like(S[ka])
            A = np.zeros_like(K)
            for b, kb in enumerate(kap):
                for k, weight in exchange_weights(ka, kb):
                    right = G[k] @ (g * P[b] * w).T
                    K += weight * (g * P[b] * w) @ right
                    A += weight * (q[ka] * Q[b] * w) @ right
            proj = coef[ka] @ coef[ka].T @ S[ka]
            AP = A @ proj
            extra[ka] = -(AP + AP.T - 0.5 * proj.T @ (A + A.T) @ proj)
            h1 = (c * D * w) @ q[ka].T - (g * w * Z / r) @ g.T
            if frozen is not None:
                h1 = h1 + frozen[1][ka]
            elif keep:
                h1 = h1 + extra[ka]
            new[ka] = h1 + (g * w * (V + Z / r)) @ g.T - K
            new[ka] = 0.5 * (new[ka] + new[ka].T)
            one += list(np.einsum("mi,mn,ni->i", coef[ka], h1, coef[ka]))
        if old is not None and np.max(abs(eps - old)) < 1e-7:
            converged = True
            break
        F = new if old is None else {ka: 0.7 * new[ka] + 0.3 * F[ka] for ka in occ}
        old = eps
    assert converged
    energy = 0.5 * number @ (eps + np.array(one))
    return dict(eps=eps, kap=kap, P=P, Q=Q, V=V, n=number, E=energy,
                extra=extra, c=c)


def exchange_matrix(res, small=False):
    """W[a,b,r]: exchange potentials from large (or small) overlap densities."""
    f, kap = (res["Q"] if small else res["P"]), res["kap"]
    W = np.zeros((len(kap), len(kap), len(r)))
    for a, ka in enumerate(kap):
        for b, kb in enumerate(kap):
            for k, weight in exchange_weights(ka, kb):
                W[a, b] += weight * (G[k] @ (w * f[a] * f[b]))
    return W


def direct_shift(res, small=False):
    Q = res["Q"]
    return np.einsum("ar,abr,br,r->a", Q, exchange_matrix(res, small), Q, w)


def names(res):
    out, count = [], {}
    for ka in res["kap"]:
        count[ka] = count.get(ka, 0) + 1
        out.append(f"{count[ka] + ell(ka)}{'spd'[ell(ka)]}{2 * abs(ka) - 1}/2")
    return out


ne_exps = {0: 0.12 * 2.7 ** np.arange(14), 1: 0.10 * 2.7 ** np.arange(9)}
ar_exps = {0: 0.07 * 2.6 ** np.arange(17), 1: 0.06 * 2.6 ** np.arange(12)}
atoms = {"Ne": (10, {-1: 2, 1: 1, -2: 1}, ne_exps),
         "Ar": (18, {-1: 3, 1: 2, -2: 2}, ar_exps)}
C_NR = 1000 * C_LIGHT
print(f"speed of light c = {C_LIGHT:.6f} a.u.; 1 hartree = {HARTREE_EV:.5f} eV")

# ---- hydrogenic 1s: quadrature against 5 Z^3/(32 c^2)
def hydrogenic(x, Z):
    return 2 * Z ** 1.5 * x * np.exp(-Z * x)


for Z in (2, 10):
    P1 = hydrogenic(r, Z)
    step = 1e-5
    slope = (hydrogenic(r * (1 + step), Z) - hydrogenic(r * (1 - step), Z)) / (2 * step * r)
    Q1 = (slope - P1 / r) / (2 * C_LIGHT)
    quad = np.sum(w * Q1 ** 2 * (G[0] @ (w * P1 ** 2)))
    assert abs(quad / (5 * Z ** 3 / (32 * C_LIGHT ** 2)) - 1) < 1e-5

# ---- neon and argon
results = {}
for name, (Z, occ, exps) in atoms.items():
    nr = zora_hf(Z, occ, exps, C_NR)
    omit = zora_hf(Z, occ, exps, C_LIGHT)
    kept = zora_hf(Z, occ, exps, C_LIGHT, keep=True)
    X = direct_shift(omit)
    SS = direct_shift(omit, small=True)
    results[name] = (nr, omit, kept, X, SS)

    # first order against the pointwise matrix denominator
    W = exchange_matrix(omit)
    diag = 2 * C_LIGHT ** 2 - omit["V"]
    rhs = (diag * omit["Q"]).T
    M = np.transpose(W, (2, 0, 1)) + diag[:, None, None] * np.eye(len(X))
    Qfull = np.linalg.solve(M, rhs[:, :, None])[:, :, 0]
    pointwise = np.einsum("ra,ra,r->a", rhs, omit["Q"].T - Qfull, w)
    assert np.max(abs(pointwise - X)) < 0.01 * np.max(abs(X))

    # total energy with fixed kinetic operator, orbitals relaxed
    fixed = zora_hf(Z, occ, exps, C_LIGHT, frozen=(omit["V"], omit["extra"]))
    total = omit["n"] @ X
    rise = omit["E"] - fixed["E"]
    assert total > 0 and abs(rise / total - 1) < 0.02

    print(f"{name}: Z = {Z}, Gaussians s/p = {len(exps[0])}/{len(exps[1])}")
    for l in (0, 1):
        print(f"  {'sp'[l]} exponents: first {exps[l][0]:.2f}, ratio "
              f"{exps[l][1] / exps[l][0]:.2f} (bohr^-2)")
    print(f"  total energy nonrel. {nr['E']:.5f}, ZORA-HF {omit['E']:.5f} hartree")
    print("  orbital: eps(hartree), rel. shift, direct X, relaxed omit-keep (mhartree)")
    for i, label in enumerate(names(omit)):
        print(f"  {label}: {omit['eps'][i]:.5f}, "
              f"{1e3 * (omit['eps'][i] - nr['eps'][i]):.3f}, {1e3 * X[i]:.4f}, "
              f"{1e3 * (omit['eps'][i] - kept['eps'][i]):.3f}")
    i1, i3 = occ[-1] + occ[1] - 1, len(X) - 1
    so = [1e3 * (s["eps"][i3] - s["eps"][i1]) for s in (omit, kept)]
    print(f"  outer p splitting: omitted {so[0]:.3f}, kept {so[1]:.3f} mhartree")
    print(f"  hydrogenic 5Z^3/(32c^2) = {1e3 * 5 * Z**3 / (32 * C_LIGHT**2):.3f} mhartree")
    print(f"  total-energy rise: sum X = {1e3 * total:.3f}, relaxed = {1e3 * rise:.3f} mhartree")
    print(f"  rise in eV = {total * HARTREE_EV:.4f}")
    print(f"  small-small exchange energy = {-0.5e3 * omit['n'] @ SS:.5f} mhartree")

# ---- powers of 1/c from a self-consistent run with doubled c
nr, omit, kept, X, SS = results["Ne"]
double = zora_hf(*atoms["Ne"], 2 * C_LIGHT)
ratio_x = (omit["n"] @ X) / (double["n"] @ direct_shift(double))
ratio_s = (omit["n"] @ SS) / (double["n"] @ direct_shift(double, small=True))
assert abs(ratio_x / 4 - 1) < 0.05 and abs(ratio_s / 16 - 1) < 0.05
print(f"Ne, c doubled: sum X falls by {ratio_x:.3f}, small-small by {ratio_s:.3f}")

# ---- nonrelativistic limit against three-dimensional Gaussian integrals
shells = [[l, [float(a), 1.0]] for l in (0, 1) for a in ne_exps[l]]
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": shells}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
dens = occupied @ occupied.T
grad = mol.intor("int2e_ipvip1", comp=9)
grad = grad[0] + grad[4] + grad[8]
gauss_x = 0.5 * np.sum(np.einsum("mnls,ms->nl", grad, dens) * dens)
del grad
radial_x = C_NR ** 2 * (nr["n"] @ direct_shift(nr))
assert abs(mf.e_tot - nr["E"]) < 2e-5
assert abs(radial_x / gauss_x - 1) < 1e-4
print(f"Ne nonrel. limit c^2 sum X: radial {radial_x:.4f}, 3D integrals {gauss_x:.4f} a.u.")

# ---- two-electron ion 1s^2: exchange is minus the potential v1 of one electron
Z = 10
g, D = radial_basis(-1, ne_exps[0])
overlap = (g * w) @ g.T


def zora_level(V, Vden):
    q = C_LIGHT * D / (2 * C_LIGHT ** 2 - Vden)
    e, U = eigh((C_LIGHT * D * w) @ q.T + (g * w * V) @ g.T, overlap)
    P, Q = U[:, 0] @ g, U[:, 0] @ q
    return e[0], e[0] / (1 + np.sum(w * Q ** 2)), P


def dirac_level(V):
    s = D / np.sqrt((D ** 2 * w).sum(1))[:, None]
    n = len(g)
    H, N = np.zeros((2 * n, 2 * n)), np.zeros((2 * n, 2 * n))
    H[:n, :n] = (g * w * V) @ g.T
    H[:n, n:] = C_LIGHT * (D * w) @ s.T
    H[n:, :n] = H[:n, n:].T
    H[n:, n:] = (s * w * (V - 2 * C_LIGHT ** 2)) @ s.T
    N[:n, :n], N[n:, n:] = overlap, (s * w) @ s.T
    e, U = eigh(H, N)
    i = np.argmax(e > -C_LIGHT ** 2)
    return e[i], (U[:n, i] @ g) ** 2 + (U[n:, i] @ s) ** 2


v1 = np.zeros_like(r)
for _ in range(40):
    local_eps, _, P1 = zora_level(-Z / r + v1, -Z / r + v1)
    v1 = G[0] @ (w * P1 ** 2)
ion_keep = zora_hf(Z, {-1: 1}, ne_exps, C_LIGHT, keep=True)["eps"][0]
ion_omit = zora_hf(Z, {-1: 1}, ne_exps, C_LIGHT)["eps"][0]
assert abs(ion_keep - local_eps) < 1e-5 < 0.01 * abs(ion_omit - ion_keep) * 10
print(f"Ne8+ 1s ZORA-HF: omitted {ion_omit:.5f}, kept {ion_keep:.5f}, "
      f"local form {local_eps:.5f} hartree")

v1 = np.zeros_like(r)
for _ in range(40):
    dirac_eps, rho = dirac_level(-Z / r + v1)
    v1 = G[0] @ (w * rho)
V = -Z / r + v1
scaled_keep = zora_level(V, V)[1]
scaled_omit = zora_level(V, V + v1)[1]
assert abs(scaled_keep - dirac_eps) < 0.1 * abs(scaled_omit - dirac_eps)
print(f"Ne8+ 1s Dirac-Fock eigenvalue {dirac_eps:.5f} hartree; same potential, scaled ZORA:")
print(f"  error with exchange {1e3 * (scaled_keep - dirac_eps):.4f}, "
      f"without {1e3 * (scaled_omit - dirac_eps):.4f} mhartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
speed of light c = 137.035999 a.u.; 1 hartree = 27.21139 eV
Ne: Z = 10, Gaussians s/p = 14/9
  s exponents: first 0.12, ratio 2.70 (bohr^-2)
  p exponents: first 0.10, ratio 2.70 (bohr^-2)
  total energy nonrel. -128.54567, ZORA-HF -128.75553 hartree
  orbital: eps(hartree), rel. shift, direct X, relaxed omit-keep (mhartree)
  1s1/2: -32.84962, -77.264, 7.6765, 6.691
  2s1/2: -1.93576, -5.326, 0.4199, 0.310
  2p1/2: -0.85309, -2.628, 0.0862, -0.086
  2p3/2: -0.84836, 2.100, 0.1540, 0.005
  outer p splitting: omitted 4.729, kept 4.637 mhartree
  hydrogenic 5Z^3/(32c^2) = 8.321 mhartree
  total-energy rise: sum X = 16.981, relaxed = 16.985 mhartree
  rise in eV = 0.4621
  small-small exchange energy = -0.01127 mhartree
Ar: Z = 18, Gaussians s/p = 17/12
  s exponents: first 0.07, ratio 2.60 (bohr^-2)
  p exponents: first 0.06, ratio 2.60 (bohr^-2)
  total energy nonrel. -526.81221, ZORA-HF -529.60095 hartree
  orbital: eps(hartree), rel. shift, direct X, relaxed omit-keep (mhartree)
  1s1/2: -119.56719, -956.475, 47.8658, 43.221
  2s1/2: -12.41607, -93.671, 4.0926, 3.134
  3s1/2: -1.28642, -9.015, 0.3752, 0.268
  2p1/2: -9.63843, -66.448, 1.3603, 0.060
  3p1/2: -0.59556, -4.500, 0.0760, -0.069
  2p3/2: -9.55205, 19.931, 2.0689, 0.837
  3p3/2: -0.58786, 3.198, 0.1291, 0.004
  outer p splitting: omitted 7.697, kept 7.625 mhartree
  hydrogenic 5Z^3/(32c^2) = 48.525 mhartree
  total-energy rise: sum X = 116.332, relaxed = 116.381 mhartree
  rise in eV = 3.1656
  small-small exchange energy = -0.26440 mhartree
Ne, c doubled: sum X falls by 4.014, small-small by 16.090
Ne nonrel. limit c^2 sum X: radial 317.3665, 3D integrals 317.3666 a.u.
Ne8+ 1s ZORA-HF: omitted -44.01596, kept -44.02302, local form -44.02301 hartree
Ne8+ 1s Dirac-Fock eigenvalue -43.97142 hartree; same potential, scaled ZORA:
  error with exchange 0.0049, without 7.6149 mhartree
ALL CHECKS PASSED
```
